\section*{Reading film-stress deflection with an optical lever calibrated by an end load}

\section{Problem}

A uniform elastic cantilever of length $L$, width $b$ and thickness $h$ is clamped at $x=0$ and free at $x=L$. A light beam reflected from the free end falls on a position-sensitive detector. The detector signal $U$ is proportional to the slope $\theta$ of the cantilever at the light spot,
\begin{equation}
U=g\,\theta ,
\end{equation}
where the gain $g$ contains the doubling of the angle on reflection, the optical path and the electronics.

The instrument is calibrated by pushing the free end through a known distance with a transverse point force and recording the signal. The quotient, in nanometres per volt, is stored as the sensitivity. The push is then removed, and a thin film under uniform stress is grown over the whole length of one face. The cantilever bends, the signal changes, and the stored sensitivity converts this change into a tip deflection.

\begin{enumerate}
\item By what factor does the reported deflection differ from the true one?
\item How does the factor change if the light spot or the calibration force is not at the end, or if the film covers only part of the length?
\item A silicon cantilever with $L=450\,\mu$m, $b=50\,\mu$m and $h=2\,\mu$m carries a 20 nm gold film under a tensile stress of 50 MPa. The gain is 500 V/rad and the calibration push is 300 nm. What deflection and what film stress are reported?
\end{enumerate}

Assume small slopes, a rigid clamp, a frictionless push, a linear detector and a beam narrow enough to curve freely across its width. Let $w(x)$ be the deflection, positive towards the film, so that the slope is $w'$ and the curvature is $w''$. Tensile film stress is positive. The tip deflection is $\delta=w(L)$.

\section{First estimate by scaling}

The only length that can relate tip deflection to tip slope in a uniform thin beam is $L$. Hence $\delta=cL\theta$ for either way of bending, with a pure number $c$ that depends on how the curvature is distributed. Stiffness, force and stress set the size of the bending, but they do not enter $c$. The answer to the first question is therefore a pure number of order one, the quotient of two values of $c$.

To estimate it, replace the distributed bending by one hinge at $x=x_h$. If the hinge turns by $\theta$, the straight part beyond it lifts the tip by
\begin{equation}
\delta=(L-x_h)\,\theta .
\end{equation}
A uniformly stressed film bends every part of the beam equally, so its hinge belongs in the middle, at $x_h=L/2$, and $c=1/2$. An end force has its longest lever arm at the clamp and none at the tip, so most of the bending lies in the half next to the clamp. Ignoring the outer half and placing the hinge in the middle of the inner one gives $x_h=L/4$ and $c=3/4$.

The calibration thus assigns a deflection of about $3L\theta/4$ to a slope that, under film stress, belongs to $L\theta/2$. The estimated factor is
\begin{equation}
\frac{3/4}{1/2}=\frac32 .
\end{equation}
The reported deflection should be too large, by roughly half of the true value.

\section{Exact solution within beam theory}

\subsection{Calibration by an end load}

Let the force $F$ act at $x=L$ in the direction of positive $w$. The part of the beam beyond a section at $x$ carries only this force, whose lever arm about the section is $L-x$. With Young's modulus $E$ along the beam and second moment of area $I=bh^3/12$,
\begin{equation}
EI\,w''(x)=F(L-x).
\end{equation}
The clamp imposes $w'(0)=0$ and $w(0)=0$. Integrating once and then again,
\begin{align}
w'(x)&=\frac{F}{EI}\left(Lx-\frac{x^2}{2}\right), \label{loadslope}\\
w(x)&=\frac{F}{EI}\left(\frac{Lx^2}{2}-\frac{x^3}{6}\right).
\end{align}
At the free end,
\begin{equation}
\theta=\frac{FL^2}{2EI},\qquad
\delta=\frac{FL^3}{EI}\left(\frac12-\frac16\right)=\frac{FL^3}{3EI}.
\end{equation}
The force and the stiffness cancel in the quotient, which is the conversion factor set by the calibration:
\begin{equation}
C=\frac{\delta}{\theta}=\frac{2L}{3}. \label{C}
\end{equation}
In terms of the signal, the stored sensitivity is $\delta/U=C/g$.

\subsection{Bending by a uniform film stress}

Let the film have thickness $h_f\ll h$ and equal in-plane stress $\sigma$ in both directions. It carries a force $\sigma h_f$ per unit width. Let $z$ be measured from the middle plane of the cantilever towards the film. A layer at $z$ has the strain $\varepsilon_0-\kappa z$, where $\varepsilon_0$ is the strain of the middle plane and $\kappa$ the curvature, taken equal in both directions. The minus sign arises because bending towards the film shortens the film side. The stress in the cantilever is $M(\varepsilon_0-\kappa z)$, with $M$ its biaxial modulus.

No external force or moment acts, so both must vanish in total. The force balance,
\begin{equation}
\int_{-h/2}^{h/2}M(\varepsilon_0-\kappa z)\,dz+\sigma h_f
=M\varepsilon_0h+\sigma h_f=0,
\end{equation}
fixes $\varepsilon_0$. In the moment balance the term with $\varepsilon_0$ integrates to zero by symmetry, and the film acts at $z\simeq h/2$:
\begin{equation}
-\frac{M\kappa h^3}{12}+\sigma h_f\frac h2=0
\quad\Longrightarrow\quad
\kappa=\frac{6\sigma h_f}{Mh^2}. \label{stoney}
\end{equation}
This is the Stoney relation. Tensile stress gives $\kappa>0$, that is, bending towards the film.

Nothing in (\ref{stoney}) depends on $x$, so $w''=\kappa$ along the whole beam. With the same clamp conditions,
\begin{equation}
w'(x)=\kappa x,\qquad w(x)=\frac{\kappa x^2}{2},
\end{equation}
and at the free end
\begin{equation}
\theta=\kappa L,\qquad \delta_{\rm true}=\frac{\kappa L^2}{2}=\frac{L}{2}\,\theta .
\end{equation}

\subsection{The factor}

The instrument multiplies the film-induced slope by the factor (\ref{C}):
\begin{equation}
\delta_{\rm rep}=C\theta=\frac{2L}{3}\,\kappa L=\frac{2\kappa L^2}{3}.
\end{equation}
Dividing by the true deflection,
\begin{equation}
\frac{\delta_{\rm rep}}{\delta_{\rm true}}=\frac{2\kappa L^2/3}{\kappa L^2/2}=\frac43 . \label{result}
\end{equation}
The reported deflection is $4/3$ of the true one, an excess of one third of the true value. The factor is the same for tensile and compressive stress, since $\kappa$ cancels with its sign.

The cure is to multiply the reported deflection by $3/4$. If the curvature is wanted, the deflection can be bypassed, because the calibration also determines the slope, $\theta=3\delta_{\rm rep}/(2L)$. Then
\begin{equation}
\kappa=\frac{\theta}{L}=\frac{3\,\delta_{\rm rep}}{2L^2}. \label{direct}
\end{equation}
Inserting $\delta_{\rm rep}$ into $\kappa=2\delta/L^2$ instead gives a curvature, and through (\ref{stoney}) a stress, that is too large by the same factor $4/3$.

\section{Comparison of estimate and solution}

The hinge estimate gave $3/2$, the solution gives $4/3$. The direction and rough size of the error were right, but the estimated excess was 50\% instead of 33\%. The source of the difference can be located. Since $w'(x)=\int_0^x w''(x')\,dx'$, the tip deflection is
\begin{equation}
\delta=\int_0^L\!dx\int_0^x\!dx'\,w''(x')
=\int_0^L(L-x')\,w''(x')\,dx' .
\end{equation}
The second form follows by exchanging the order of integration: for given $x'$, the variable $x$ runs from $x'$ to $L$. With $\theta=\int_0^L w''dx'$ this becomes
\begin{equation}
\delta=(L-\bar x)\,\theta,\qquad
\bar x=\frac{\int_0^L x\,w''\,dx}{\int_0^L w''\,dx}. \label{centroid}
\end{equation}
The hinge picture is therefore exact for small slopes if the hinge sits at the centroid $\bar x$ of the curvature. For the film $\bar x=L/2$, as estimated. For the end load, $w''\propto L-x$ gives
\begin{equation}
\bar x=\frac{L^3/2-L^3/3}{L^2-L^2/2}=\frac{L}{3},
\end{equation}
not $L/4$. The inner half of the beam contributes the fraction
\begin{equation}
\frac{\int_0^{L/2}(L-x)\,dx}{\int_0^{L}(L-x)\,dx}=\frac{3L^2/8}{L^2/2}=\frac34
\end{equation}
of the tip slope. The curvature of this half has its own centroid at $2L/9$, slightly closer to the clamp than the assumed $L/4$. The remaining quarter, which the estimate dropped, arises in the outer half, with its centroid at $2L/3$, and moves the common centroid out to $\frac34\cdot\frac{2L}{9}+\frac14\cdot\frac{2L}{3}=\frac L3$.

Equation (\ref{centroid}) also gives the physical reason for the error. A rotation near the clamp has a long arm to the tip and lifts it far; the same rotation near the tip hardly lifts it. The end load concentrates its rotation near the clamp, and the film spreads it evenly. At equal tip slope, the film therefore produces the smaller deflection.

\section{Spot, push and film away from the ideal}

\subsection{Light spot at $x=sL$}

Let the calibration force remain at the end. By (\ref{loadslope}) the slope at the spot is
\begin{equation}
w'(sL)=\frac{FL^2}{2EI}\,s(2-s),
\end{equation}
so the calibration assigns to a unit of slope the tip deflection
\begin{equation}
C_s=\frac{FL^3/(3EI)}{FL^2s(2-s)/(2EI)}=\frac{2L}{3s(2-s)} .
\end{equation}
The film gives the slope $\kappa sL$ at the same place. Hence
\begin{equation}
\frac{\delta_{\rm rep}}{\delta_{\rm true}}
=\frac{2L}{3s(2-s)}\,\frac{\kappa sL}{\kappa L^2/2}
=\frac{4}{3(2-s)} . \label{spot}
\end{equation}
At $s=1$ this is $4/3$. It falls as the spot moves inwards and equals 1 at $s=2/3$, where the two bending shapes have the same slope when their tip deflections are equal. With the spot there, the end-load calibration is correct for film stress, at the price of a film signal only two thirds as large as at the end. For $s\to0$ the factor tends to $2/3$, an underestimate, but the signal itself then vanishes.

\subsection{Calibration force at $x=aL$}

Let the spot be at the end, and let the recorded push distance be the deflection at the point of contact. The beam is loaded as before up to $x=aL$ and is straight beyond. The end-load results with $L$ replaced by $aL$ give the contact deflection $F(aL)^3/(3EI)$ and the slope $F(aL)^2/(2EI)$, which persists to the end. The conversion factor is $2aL/3$, and
\begin{equation}
\frac{\delta_{\rm rep}}{\delta_{\rm true}}=\frac{2aL/3}{L/2}=\frac{4a}{3}. \label{push}
\end{equation}

\subsection{Film covering $0<x<cL$}

Let spot and push again be at the end. The curvature is $\kappa$ under the film and zero beyond it, so its centroid is at $cL/2$. Equation (\ref{centroid}) gives $\delta_{\rm true}=L(1-c/2)\,\theta$, and therefore
\begin{equation}
\frac{\delta_{\rm rep}}{\delta_{\rm true}}=\frac{2/3}{1-c/2}=\frac{4}{3(2-c)} .
\end{equation}
Full coverage returns $4/3$. A short film next to the clamp, $c\to0$, acts as a hinge at the clamp, and the reported deflection is then only $2/3$ of the true one. The factor $4/3$ thus belongs to a film over the whole length, not to film stress as such.

\section{The silicon cantilever}

\subsection{Calibration}

The conversion factor is $2L/3=300\,\mu$m. The 300 nm push therefore produces a slope of $300\,{\rm nm}/300\,\mu{\rm m}=1.000$ mrad and a signal of $500\times0.001=0.500$ V. The stored sensitivity is $300/0.500=600$ nm/V.

\subsection{Film}

The biaxial modulus of a (001) silicon plate follows from its cubic elastic constants, for which $c_{11}=166$ GPa and $c_{12}=64$ GPa are chosen as inputs, to be trusted to about two figures. Further digits below serve only to make the arithmetic traceable. For equal in-plane strains $\varepsilon$ and no stress normal to the plate, $c_{11}\varepsilon_z+2c_{12}\varepsilon=0$. The in-plane stress is $(c_{11}+c_{12})\varepsilon+c_{12}\varepsilon_z$, so that
\begin{equation}
M=c_{11}+c_{12}-\frac{2c_{12}^2}{c_{11}}=180.7\ {\rm GPa}.
\end{equation}
The Stoney relation gives
\begin{equation}
\kappa=\frac{6\,(50\times10^{6})(20\times10^{-9})}{(180.7\times10^{9})(2\times10^{-6})^2}\ {\rm m^{-1}}
=8.30\ {\rm m^{-1}} .
\end{equation}
The tip slope is $\kappa L=3.736$ mrad and the signal is 1.868 V. The two deflections are
\begin{align}
\delta_{\rm rep}&=600\ {\rm nm/V}\times1.868\ {\rm V}=1121\ {\rm nm},\\
\delta_{\rm true}&=\tfrac12\kappa L^2=841\ {\rm nm}.
\end{align}
The excess is 280 nm. The sensitivity appropriate to the film is 450 nm/V, three quarters of the stored one. A stress calculated from the reported deflection with $\kappa=2\delta/L^2$ is 66.7 MPa instead of 50 MPa; equation (\ref{direct}) recovers the 50 MPa.

\subsection{Comparison with real cantilevers}

The dimensions are in the range of silicon cantilevers made for force microscopy and also used as stress sensors. A tensile stress of some tens of MPa is a plausible rough value for a thin gold film, and the gain is a round number. One assumption that such a device need not meet is that light and force act exactly at the end. A spot must have its centre some way inside the edge to stay on the beam, and a probing tip may be set back. A spot 20 $\mu$m short of the end has $s=0.956$, and (\ref{spot}) gives 1.277, which is 4.3\% below $4/3$. A push 10 $\mu$m short of the end has $a=0.978$, and (\ref{push}) gives 1.304, or 2.2\% below. Each of these values holds when the other offset is absent. With both offsets and $s<a$, the push gives the contact deflection $F(aL)^3/(3EI)$ and, at the spot, the slope $FL^2s(2a-s)/(2EI)$. The conversion factor is their quotient, $2a^3L/[3s(2a-s)]$. Multiplying it by the film slope $\kappa sL$ and dividing by $\kappa L^2/2$ gives the factor $4a^3/[3(2a-s)]$, here 1.246. If instead $s\ge a$, the push leaves the beam straight between contact and spot, and the factor is $4as/3$. For an instrument with known offsets, the factor for its case should replace $4/3$, provided that the other assumptions hold, among them a uniform cross-section, a film over the whole length and a frictionless push perpendicular to the cantilever. A cantilever with a pointed end, or a tip that sticks or rubs during the push, needs its own calculation. So does a cantilever held at a tilt to the surface it is pushed against, as is usual in force microscopes: a tilt of ten to fifteen degrees can change the factor by a few per cent, as much as the offsets above.

\subsection{What beam theory leaves out}

A real cantilever is a plate. The clamp prevents curvature across the width, and a point force does not load the width evenly. A thin-plate calculation with the elastic anisotropy of silicon, the beam along [110], and push and spot at the middle of the end edge gives $\delta/(\theta L)=0.666$ for the end load and 0.5006 for the film. Their quotient is 1.330, about 0.2\% below $4/3$. Enlarging the basis from 64 to 156 functions moved the quotient by $-8\times10^{-5}$. The slope under a point force converges slowly, and further refinement lowers the quotient by about another $2\times10^{-4}$, which leaves the digits given unchanged. The departure is this small because the in-plane Poisson ratio along [110] is only 0.06; the same plate with its length along [100] gives a quotient of about 1.31, some 1.7\% below $4/3$. The clamp also raises the film-induced tip slope above $\kappa L$, by about 0.25\% for [110] and 1.5\% for [100], and a stress inferred from (\ref{direct}) is too large by the same amount. The film case involves no point force, so its small departure from 1/2 comes from the clamp. For the end load, the calculation does not separate the contributions of the clamp and of the point force.

Finite slopes matter less. When the end load, with its direction kept fixed, and the film are compared at equal tip slope, the factor changes by $-0.1$ parts per million at 3.7 mrad and by $-0.06$\% at 0.3 rad. In the example the calibration slope is smaller than the film slope, so the corrections cancel less well. Each is still of order $\theta^2$, about $10^{-5}$ or less.

Two further effects alter the inferred stress but not the factor $4/3$, as long as they leave the curvature uniform. The first is the finite thickness and stiffness of the film. Let 50 MPa now be the stress that the film would have on a rigid, flat substrate, before the cantilever yields to it. A two-layer balance, with 78 GPa and 0.42 for Young's modulus and Poisson ratio of gold, then gives a curvature 2.0\% below the Stoney value, so the Stoney relation puts this initial stress about 2\% too low. The second is a change of temperature, taken here as equal along the whole beam. A light spot that warms mainly the free end would make the curvature uneven and change the factor as well. With rough expansion coefficients of 14 and 2.6 ppm/K for gold and silicon, the mismatch stress changes by 1.5 MPa per kelvin, or 3\% of the film stress. Warming makes it more compressive, since gold expands more. With the corrected calibration, a drift of about 11 K would shift the stress reading by 16.7 MPa, as much as the calibration error does in the example. With the uncorrected one, which also enlarges the drift signal by $4/3$, about 8 K is enough. Unlike that error, the drift cannot be removed by a fixed factor. These figures treat gold as isotropic. A film with its (111) planes parallel to the surface, which is common for evaporated gold, is stiffer in its plane, and both effects are then larger by roughly half. The input values are collected in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
End load, deflection/(slope L), chain: 0.66667
Film stress, deflection/(slope L), chain: 0.50000
Reported/true deflection, chain: 1.33333
Same with spot at 2L/3: 1.00000
Length, width, thickness: 450, 50, 2 um
Film thickness: 20 nm
Film stress put in: 50.0 MPa
Silicon c11, c12, c44: 166, 64, 80 GPa
Young's modulus along [110]: 169.7 GPa
Poisson ratio in (001), [110] axes: 0.0606
Biaxial modulus M of silicon (001): 180.7 GPa
Detector gain: 500 V/rad
Calibration push: 300 nm
Slope in calibration: 1.0000 mrad
Signal in calibration: 0.5000 V
End-load sensitivity: 600.0 nm/V
Film curvature: 8.303 1/m
Film tip slope: 3.736 mrad
Film signal: 1.8682 V
Reported deflection: 1120.9 nm
True deflection: 840.7 nm
Excess: 280.2 nm
Correct sensitivity for film: 450.0 nm/V
Stress from reported: 66.67 MPa
Stress from true: 50.00 MPa
Ratio, spot 20 um short of end: 1.2766
Ratio, push 10 um short of end: 1.3036
Finite-slope change of ratio, example: -0.10 ppm
Finite-slope change of ratio, 0.3 rad: -0.063 %
Plate, end load, deflection/(slope L): 0.66601
Plate, film, deflection/(slope L): 0.50064
Plate, reported/true: 1.3303
Plate ratio shift, 64 to 156 functions: -8.0e-05
Gold Young's modulus: 78 GPa
Gold Poisson ratio: 0.42
Two-layer change of Stoney curvature: -1.96 %
Expansion, gold and Si: 14.0, 2.6 ppm/K
Thermal mismatch stress, size: 1.53 MPa/K
\end{verbatim}
